**Finite contact perturbation in a growing Gaussian basis**

The program examines $H_0+\lambda\,\delta(\mathbf r)S_z$ for one electron and a point charge $Z=1$, where a spin-up electron sees a delta function of strength $s=\lambda/2$. Here $\rho$ is the contact density, $\alpha$ the largest exponent, and $G$ the sum of $|\phi_k(0)|^2/(\varepsilon_k-\varepsilon_0)$ over excited states. It asserts that the trial energy agrees with quadrature and that the repulsion from a fixed second electron stays bounded. By direct diagonalization it asserts the one-sided and central-difference error laws, the intruder condition at attraction $1/G$, and the level shifts at fixed step. It also asserts that $G$ grows, and the usable step shrinks, with powers of $\alpha$ within 0.02 of $1/2$ and $-1/2$ over the last decade. In the output, the step for 1% error falls from 0.037 to 0.00046 $E_h\,\mathrm{bohr}^3$ as $\alpha$ rises from $10^2$ to $10^6\,\mathrm{bohr}^{-2}$. At fixed $\lambda=0.01\,E_h\,\mathrm{bohr}^3$ the lowest energy collapses to about $-1.9\times10^6\,E_h$ in the largest basis. A smeared delta and a one-dimensional delta well, run for contrast, keep finite energies.

## Check in Python

```python
# RESULT UNDER TEST
# H = H0 + lambda*delta(r)*S_z is unbounded below in three dimensions.
# In a Gaussian basis with largest exponent alpha, the finite-difference step
# that gives the contact density to a set accuracy shrinks as alpha**(-1/2).
# Symbols (atomic units): s = lambda/2 is the delta strength for spin up,
# rho = |phi0(0)|^2, G = sum_k>0 |phi_k(0)|^2/(e_k-e0),
# G2 = the same sum with squared denominators, tau = allowed relative error.
# Model: one electron and a fixed point charge Z, s-type Gaussians only.
import numpy as np
import mpmath as mp
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.special import erf
from scipy import constants as sc

mp.mp.dps = 40
Z = 1.0
tau = 0.01
lam_fixed = 0.01
s_fixed = lam_fixed / 2
zeta = 1.0e4          # exponent of the smeared delta
noise = 1.0e-6        # assumed energy convergence error, hartree

# --- Gaussian trial state: closed formula against radial quadrature ---
def trial_energy(alpha, u):
    return (1.5 * alpha - 2 * Z * np.sqrt(2 * alpha / np.pi)
            - u * (2 * alpha / np.pi) ** 1.5)

a_test = 7.0
def density(r):
    return (2 * a_test / np.pi) ** 1.5 * np.exp(-2 * a_test * r * r)
norm = quad(lambda r: 4 * np.pi * r**2 * density(r), 0, 8)[0]
kinetic = quad(lambda r: 2 * np.pi * r**2 * (2 * a_test * r)**2 * density(r), 0, 8)[0]
nuclear = quad(lambda r: -4 * np.pi * Z * r * density(r), 0, 8)[0]
assert abs(norm - 1) < 1e-7
assert abs(kinetic + nuclear - 0.3 * density(0) - trial_energy(a_test, 0.3)) < 1e-6

# --- Opposite-spin second electron in a fixed Gaussian of exponent beta ---
beta = 1.0
repulsion_bound = 2 * np.sqrt(2 * beta / np.pi)
def repulsion(alpha):
    def integrand(x):
        return x * np.exp(-x * x) * erf(np.sqrt(beta / alpha) * x)
    return 4 / np.sqrt(np.pi) * np.sqrt(2 * alpha) * quad(integrand, 0, 10)[0]
for alpha in (1.0, 1e2, 1e4, 1e7):
    assert 0 < repulsion(alpha) <= repulsion_bound * (1 + 1e-7)
pair_energy = (trial_energy(1e7, s_fixed) + trial_energy(beta, -s_fixed)
               + repulsion(1e7))
assert pair_energy < -1e6

# --- Orthonormal nested bases, diffuse to tight, built in high precision ---
powers = list(range(-5, 19))
exps = [mp.mpf(10) ** (mp.mpf(k) / 3) for k in powers]
n = len(exps)
S, T, V, D = (mp.matrix(n, n) for _ in range(4))
g = mp.matrix(n, 1)
for i, a in enumerate(exps):
    g[i] = (2 * a / mp.pi) ** mp.mpf('0.75')
for i, a in enumerate(exps):
    for j, b in enumerate(exps):
        p = a + b
        w = g[i] * g[j]
        S[i, j] = w * (mp.pi / p) ** mp.mpf('1.5')
        T[i, j] = 3 * a * b / p * S[i, j]
        V[i, j] = -2 * mp.pi * Z / p * w
        D[i, j] = w * (zeta / (p + zeta)) ** mp.mpf('1.5')
Linv = mp.cholesky(S) ** -1
def to_numpy(matrix):
    return np.array([[float(matrix[i, j]) for j in range(matrix.cols)]
                     for i in range(matrix.rows)])
def orthogonal(matrix):
    x = to_numpy(Linv * matrix * Linv.T)
    return (x + x.T) / 2
T_all, H_all, D_all = orthogonal(T), orthogonal(T + V), orthogonal(D)
g_all = to_numpy(Linv * g)[:, 0]

rows = []
smeared = []
for decade in range(2, 7):
    m = powers.index(3 * decade) + 1
    alpha = 10.0 ** decade
    H0, contact = H_all[:m, :m], g_all[:m]
    delta = np.outer(contact, contact)
    e, c = np.linalg.eigh(H0)
    amp = contact @ c
    gaps = e[1:] - e[0]
    rho = amp[0] ** 2
    G = np.sum(amp[1:] ** 2 / gaps)
    G2 = np.sum(amp[1:] ** 2 / gaps ** 2)
    G_kin = contact @ np.linalg.solve(T_all[:m, :m], contact)

    def levels(s):
        return np.linalg.eigvalsh(H0 + s * delta)
    def central_error(s):
        return (levels(s)[0] - levels(-s)[0]) / (2 * s * rho) - 1

    # error laws against direct diagonalization
    s_tau = np.sqrt(tau / (G * G - rho * G2))
    found = central_error(s_tau)
    assert abs(found / tau - 1) < 0.05
    s_small = 0.01 / G
    one_sided = (levels(s_small)[0] - e[0]) / (s_small * rho) - 1
    assert abs(one_sided / (-s_small * G) - 1) < 0.05

    # intruder: lowest state orthogonal to phi0 meets e0 at strength 1/G
    Q = c[:, 1:]
    intruder = np.linalg.eigvalsh(Q.T @ (H0 - delta / G) @ Q)[0]
    assert abs(intruder - e[0]) < 1e-5

    # fixed step: shifts of the root nearest e0 in both channels
    rep, att = levels(s_fixed), levels(-s_fixed)
    shift_rep = rep[np.argmin(abs(rep - e[0]))] - e[0]
    shift_att = att[np.argmin(abs(att - e[0]))] - e[0]
    for s, shift in ((s_fixed, shift_rep), (-s_fixed, shift_att)):
        assert abs(shift * (1 + s * G) / (s * rho) - 1) < 0.01
    assert att[0] <= trial_energy(alpha, s_fixed) + 1e-6

    rows.append(dict(alpha=alpha, m=m, e0=e[0], rho=rho, G=G, G2=G2,
                     G_kin=G_kin, lam_c=2 / G, lam_tau=2 * s_tau,
                     found=found, fixed=central_error(s_fixed),
                     low=att[0], rep=shift_rep, att=shift_att))

    # smeared delta in the same basis
    Dm = D_all[:m, :m]
    smooth = c[:, 0] @ Dm @ c[:, 0]
    up = np.linalg.eigvalsh(H0 + s_fixed * Dm)[0]
    down = np.linalg.eigvalsh(H0 - s_fixed * Dm)[0]
    assert down >= -Z * Z / 2 - s_fixed * (zeta / np.pi) ** 1.5
    smeared.append((alpha, smooth, (up - down) / (2 * s_fixed), down))

last, previous = rows[-1], rows[-2]
assert abs(last['e0'] + Z * Z / 2) < 1e-4
assert abs(last['rho'] * np.pi / Z**3 - 1) < 0.005
growth = np.log10(last['G'] / previous['G'])
step_power = np.log10(last['lam_tau'] / previous['lam_tau'])
assert abs(growth - 0.5) < 0.02
assert abs(step_power + 0.5) < 0.02
assert abs(last['G'] / last['G_kin'] - 1) < 0.05
assert s_fixed * last['G'] > 1 and last['att'] > 0 and last['low'] < -1e5
assert abs(smeared[-1][2] / smeared[-2][2] - 1) < 0.01
assert abs(smeared[-1][3] - smeared[-2][3]) < 1e-4

# --- One-dimensional delta well of strength 1: finite energy -1/2 ---
def well_1d(top_power):
    a = 10.0 ** (np.arange(-3, 2 * top_power + 1) / 2)
    p = a[:, None] + a[None, :]
    value = (2 * a / np.pi) ** 0.25
    overlap = np.outer(value, value) * np.sqrt(np.pi / p)
    h = np.outer(a, a) / p * overlap - np.outer(value, value)
    return eigh(h, overlap, eigvals_only=True)[0]
wells = [(10.0 ** k, well_1d(k)) for k in (2, 4)]
assert all(energy > -0.5 - 1e-5 for _, energy in wells)
assert abs(wells[-1][1] + 0.5) < 0.01

# --- Physical strength for a model nucleus: g factor 1, m_I = 1/2 ---
pc = sc.physical_constants
g_e = abs(pc['electron g factor'][0])
mu_B, mu_N = pc['Bohr magneton'][0], pc['nuclear magneton'][0]
hartree, bohr = pc['Hartree energy'][0], pc['Bohr radius'][0]
g_N, m_I = 1.0, 0.5
lam_IS = 2 / 3 * sc.mu_0 * g_e * mu_B * g_N * mu_N / (hartree * bohr ** 3)
A_MHz = lam_IS * last['rho'] * hartree / sc.h / 1e6
c_kin = last['G_kin'] / np.sqrt(last['alpha'])
collapse_length = lam_IS * m_I / 2 * c_kin
compton = sc.hbar / (sc.m_e * sc.c) / bohr
assert collapse_length < 1e-3 * compton

# --- Numbers for the text ---
print(f"Model charge Z = {Z:.0f}; tolerance tau = {100*tau:.1f} %")
print(f"Basis: smallest exponent {float(exps[0]):.4f} bohr^-2, ratio {10**(1/3):.4f}")
print(f"Fixed step lambda = {lam_fixed} Eh bohr^3, s = {s_fixed} Eh bohr^3")
print("Gaussian trial energy, attracted channel, at the fixed step:")
for alpha in (1e2, 1e4, 1e5, 1e6, 1e7):
    print(f"  alpha = {alpha:.0e} bohr^-2: E = {trial_energy(alpha, s_fixed):.5g} Eh")
print(f"Two electrons, alpha = 1e7, beta = {beta:.0f} bohr^-2: E = {pair_energy:.5g} Eh")
print(f"  repulsion {repulsion(1e7):.5f} Eh, upper bound {repulsion_bound:.5f} Eh")
print("Basis data: alpha [bohr^-2], functions, e0 [Eh], rho [bohr^-3],")
print("  G [1/(Eh bohr^3)], G2 [1/(Eh^2 bohr^3)]")
for r in rows:
    print(f"  {r['alpha']:.0e} {r['m']:3d} {r['e0']:.6f} {r['rho']:.6f}"
          f" {r['G']:.4f} {r['G2']:.4f}")
print(f"Exact model density Z^3/pi = {Z**3/np.pi:.6f} bohr^-3")
print("Steps: alpha [bohr^-2], lambda_c and lambda_tau [Eh bohr^3],")
print("  central-difference error found at lambda_tau [%]")
for r in rows:
    print(f"  {r['alpha']:.0e} {r['lam_c']:.5f} {r['lam_tau']:.6f} {100*r['found']:.4f}")
print("Fixed step: alpha [bohr^-2], central-difference error [%], lowest E [Eh],")
print("  repulsive shift [mEh], attractive shift of root nearest e0 [mEh]")
for r in rows:
    print(f"  {r['alpha']:.0e} {100*r['fixed']:.5g} {r['low']:.6g}"
          f" {1e3*r['rep']:.4f} {1e3*r['att']:.4f}")
print(f"First-order shift s*rho, largest basis = {1e3*s_fixed*last['rho']:.4f} mEh")
print(f"Last-decade power of alpha: G {growth:.4f}, lambda_tau {step_power:.4f}")
print(f"Kinetic-only G, largest basis = {last['G_kin']:.4f} 1/(Eh bohr^3)")
print(f"Kinetic constant c = {c_kin:.5f} 1/(Eh bohr^2)")
floor = 2 * noise / (last['rho'] * tau)
print(f"Noise floor for lambda at {noise:.0e} Eh error = {floor:.6f} Eh bohr^3")
print(f"Smeared delta, exponent {zeta:.0e} bohr^-2, fixed step: alpha [bohr^-2],")
print("  smeared density, finite-difference density [bohr^-3], lowest E [Eh]")
for alpha, smooth, slope, down in smeared[2:]:
    print(f"  {alpha:.0e} {smooth:.6f} {slope:.6f} {down:.6f}")
for alpha, energy in wells:
    print(f"1D well, strength 1 Eh bohr, alpha {alpha:.0e} bohr^-2: E = {energy:.6f} Eh")
print(f"Model nucleus g_N = {g_N:.0f}: I.S contact strength = {lam_IS:.4e} Eh bohr^3")
print(f"Coupling A from rho, largest basis = {A_MHz:.3f} MHz")
print(f"Extrapolated collapse length, m_I = 1/2: {collapse_length:.3e} bohr")
print(f"Reduced Compton wavelength = {compton:.4e} bohr")
print("finished without a failed check")
```

Printed output:

```
Model charge Z = 1; tolerance tau = 1.0 %
Basis: smallest exponent 0.0215 bohr^-2, ratio 2.1544
Fixed step lambda = 0.01 Eh bohr^3, s = 0.005 Eh bohr^3
Gaussian trial energy, attracted channel, at the fixed step:
  alpha = 1e+02 bohr^-2: E = 131.5 Eh
  alpha = 1e+04 bohr^-2: E = 12301 Eh
  alpha = 1e+05 bohr^-2: E = 69182 Eh
  alpha = 1e+06 bohr^-2: E = -1.0413e+06 Eh
  alpha = 1e+07 bohr^-2: E = -6.5319e+07 Eh
Two electrons, alpha = 1e7, beta = 1 bohr^-2: E = -6.5319e+07 Eh
  repulsion 1.59577 Eh, upper bound 1.59577 Eh
Basis data: alpha [bohr^-2], functions, e0 [Eh], rho [bohr^-3],
  G [1/(Eh bohr^3)], G2 [1/(Eh^2 bohr^3)]
  1e+02  12 -0.499981 0.299843 5.4289 1.0145
  1e+03  15 -0.499999 0.312459 15.2698 1.0596
  1e+04  18 -0.500000 0.316459 45.4413 1.0740
  1e+05  21 -0.500000 0.317724 139.9966 1.0785
  1e+06  24 -0.500000 0.318125 438.1901 1.0800
Exact model density Z^3/pi = 0.318310 bohr^-3
Steps: alpha [bohr^-2], lambda_c and lambda_tau [Eh bohr^3],
  central-difference error found at lambda_tau [%]
  1e+02 0.36840 0.037031 1.0097
  1e+03 0.13098 0.013107 1.0100
  1e+04 0.04401 0.004402 1.0101
  1e+05 0.01429 0.001429 1.0101
  1e+06 0.00456 0.000456 1.0092
Fixed step: alpha [bohr^-2], central-difference error [%], lowest E [Eh],
  repulsive shift [mEh], attractive shift of root nearest e0 [mEh]
  1e+02 0.072974 -0.501522 1.4596 -1.5410
  1e+03 0.58548 -0.501691 1.4515 -1.6914
  1e+04 5.4421 -0.502047 1.2893 -2.0475
  1e+05 96.053 -0.505295 0.9345 -5.2946
  1e+06 6.1013e+10 -1.94096e+06 0.4985 1.3356
First-order shift s*rho, largest basis = 1.5906 mEh
Last-decade power of alpha: G 0.4955, lambda_tau -0.4955
Kinetic-only G, largest basis = 435.5493 1/(Eh bohr^3)
Kinetic constant c = 0.43555 1/(Eh bohr^2)
Noise floor for lambda at 1e-06 Eh error = 0.000629 Eh bohr^3
Smeared delta, exponent 1e+04 bohr^-2, fixed step: alpha [bohr^-2],
  smeared density, finite-difference density [bohr^-3], lowest E [Eh]
  1e+04 0.311222 0.312855 -0.501675
  1e+05 0.311221 0.312854 -0.501675
  1e+06 0.311221 0.312854 -0.501675
1D well, strength 1 Eh bohr, alpha 1e+02 bohr^-2: E = -0.483409 Eh
1D well, strength 1 Eh bohr, alpha 1e+04 bohr^-2: E = -0.498302 Eh
Model nucleus g_N = 1: I.S contact strength = 1.2162e-07 Eh bohr^3
Coupling A from rho, largest basis = 254.575 MHz
Extrapolated collapse length, m_I = 1/2: 1.324e-08 bohr
Reduced Compton wavelength = 7.2974e-03 bohr
finished without a failed check
```
